\section*{Coulomb and Feynman photon propagators between conserved currents}

\section{Which propagator to put in the calculation}

To calculate electron--muon scattering by one-photon exchange, I must choose what to write between the two currents. One choice is a Coulomb interaction plus the exchange of a transverse photon. The other is the single covariant factor $-g^{\mu\nu}/k^2$. The second is shorter, while the first shows the electrostatic force separately. I may choose freely if the two give the same amplitude, and I must not mix their pieces. Conservation of both currents turns out to guarantee equality in every frame.

I use $\hbar=c=1$, Heaviside--Lorentz charges with $e^2=4\pi\alpha$, and the metric $(+,-,-,-)$. Masses, energies and momenta are in electron masses $m_e$. The electron goes from $p$ to $p'$ and the muon from $P$ to $P'$. The transferred four-momentum is
\begin{equation}
k=p-p'=P'-P=(\omega,\mathbf k),\qquad \kappa=|\mathbf k|>0,\qquad k^2=\omega^2-\kappa^2 .
\end{equation}
The charge currents are $J_a$ (electron) and $J_b$ (muon), with $J=(\rho,\mathbf J)$. The candidates are
\begin{align}
D_F^{\mu\nu}&=-\frac{g^{\mu\nu}}{k^2+i\varepsilon},\\
D_C^{00}&=\frac1{\kappa^2},\quad D_C^{0i}=0,\quad
D_C^{ij}=\frac{\delta^{ij}-k^ik^j/\kappa^2}{k^2+i\varepsilon},
\end{align}
and the amplitude is $M=-J_{a\mu}D^{\mu\nu}J_{b\nu}$, a rule derived in Section 3. Lowering both spatial indices gives two minus signs, so $J_{ai}D^{ij}J_{bj}$ keeps the sign of $J_a^iD^{ij}J_b^j$.

\section{The simple case: no energy transfer}

Current conservation reads $k\cdot J=\omega\rho-\mathbf k\cdot\mathbf J=0$. If $\omega=0$, then $\mathbf k\cdot\mathbf J=0$: each current is already transverse, and the projector $\delta^{ij}-k^ik^j/\kappa^2$ leaves it unchanged. Since $k^2=-\kappa^2$,
\begin{equation}
M_C=-\frac{\rho_a\rho_b}{\kappa^2}+\frac{\mathbf J_a\cdot\mathbf J_b}{\kappa^2}
=\frac{\rho_a\rho_b-\mathbf J_a\cdot\mathbf J_b}{k^2}=M_F .
\end{equation}
The two gauges agree term by term. For slow particles, in transitions that keep both spins, the currents are small compared with the densities, and $-\rho_a\rho_b/\kappa^2$ remains. Apart from the normalization of the states, this is minus the Fourier transform of the Coulomb energy, as first-order scattering requires. With spinors normalized to $u^\dagger u=2E$, as in Section 6, the extra factor for slow particles is four times the product of the two masses.

With $\omega\neq0$ this argument stops. The currents acquire a component along $\mathbf k$, which the projector removes, and $1/\kappa^2$ is no longer $-1/k^2$. Before comparing the two changes I need to know that $D_C$ is the correct Coulomb-gauge rule.

\section{Where the Coulomb-gauge rule comes from}

\subsection{The instantaneous term}

The field and coupling part of the Lagrangian is
\begin{equation}
L=\int d^3x\left[\tfrac12(\mathbf E^2-\mathbf B^2)-\rho A^0+\mathbf J\cdot\mathbf A\right],
\qquad \mathbf E=-\nabla A^0-\dot{\mathbf A}.
\end{equation}
In Coulomb gauge $\nabla\cdot\mathbf A=0$. Gauss's law $\nabla\cdot\mathbf E=\rho$ becomes $-\nabla^2A^0=\rho$, which has no time derivative and fixes $A^0$ at each instant:
\begin{equation}
A^0(\mathbf x,t)=\int d^3y\,\frac{\rho(\mathbf y,t)}{4\pi|\mathbf x-\mathbf y|}.
\end{equation}
In $\int\mathbf E^2$ the cross term $2\int\nabla A^0\cdot\dot{\mathbf A}$ vanishes after integration by parts. Also $\int(\nabla A^0)^2=-\int A^0\nabla^2A^0=\int\rho A^0$. The terms with $A^0$ therefore add to $(\tfrac12-1)\int\rho A^0=-\tfrac12\int\rho A^0$. The Dirac current contains neither $\mathbf A$ nor $\dot{\mathbf A}$, so these interaction terms enter the Hamiltonian with reversed sign:
\begin{equation}
H_{\rm int}=\frac12\int\! d^3x\,d^3y\,\frac{\rho(\mathbf x)\rho(\mathbf y)}{4\pi|\mathbf x-\mathbf y|}
-\int\! d^3x\,\mathbf J\cdot\mathbf A .
\end{equation}
For $\rho=\rho_a+\rho_b$ the two cross terms are equal and cancel the factor $\tfrac12$.

To transform $1/(4\pi r)$, I insert a screening factor $e^{-\mu r}$. The angular integral of $e^{-i\mathbf k\cdot\mathbf r}$ is $4\pi\sin(\kappa r)/(\kappa r)$, so
\begin{equation}
\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}\frac{e^{-\mu r}}{4\pi r}
=\frac1\kappa\int_0^\infty dr\,e^{-\mu r}\sin\kappa r
=\frac1{\kappa^2+\mu^2}\ \longrightarrow\ \frac1{\kappa^2}
\end{equation}
as $\mu\to0$. In time the interaction is $\delta(t)$, whose transform is 1. Hence $D_C^{00}=1/\kappa^2$ for every $\omega$. It represents a term of the Hamiltonian and has no photon pole.

\subsection{The transverse photon}

The free field $\mathbf A$ has two polarizations orthogonal to $\mathbf k$. Together with $\mathbf k/\kappa$ they form a complete orthonormal set, so $\sum_\lambda\epsilon^i_\lambda\epsilon^j_\lambda=\delta^{ij}-k^ik^j/\kappa^2$ for real polarization vectors. Each mode is an oscillator of frequency $\kappa$ and unit mass, with vacuum correlation $e^{-i\kappa t}/(2\kappa)$ for $t>0$. Time ordering replaces $t$ by $|t|$. To make the time integral converge, let $a=\kappa-i\eta$ with $\eta>0$:
\begin{align}
\int_{-\infty}^{\infty}\!dt\,e^{i\omega t}\frac{e^{-ia|t|}}{2a}
&=\frac1{2a}\left[\frac{i}{\omega-a}-\frac{i}{\omega+a}\right]\nonumber\\
&=\frac{i}{2a}\,\frac{2a}{\omega^2-a^2}=\frac{i}{\omega^2-a^2}.
\end{align}
The first bracketed term comes from $t>0$, the second from $t<0$. For small $\eta$, $-a^2=-\kappa^2+2i\kappa\eta$, so the result is $i/(k^2+i\varepsilon)$ with $\varepsilon=2\kappa\eta$. The transform of $\langle TA^iA^j\rangle$ is thus $iD_C^{ij}$.

\subsection{Joining the two pieces}

At order $e^2$ the Coulomb term acts once and $-\int\mathbf J\cdot\mathbf A$ acts twice. The second-order factor is $(-i)^2/2$, and the two assignments of $a$ and $b$ to the vertices cancel the $\tfrac12$:
\begin{align}
S^{(2)}&=-i\int\! d^4x\,d^4y\,\rho_a(x)\frac{\delta(x^0-y^0)}{4\pi|\mathbf x-\mathbf y|}\rho_b(y)\nonumber\\
&\quad-\int\! d^4x\,d^4y\,J_a^i(x)\,\langle TA^i(x)A^j(y)\rangle J_b^j(y).
\end{align}
Since $\langle TA^iA^j\rangle=iD_C^{ij}$ in position space, the second line also has the prefactor $-i$. Together,
\begin{equation}
S^{(2)}=-i\int d^4x\,d^4y\,J_{a\mu}(x)D_C^{\mu\nu}(x-y)J_{b\nu}(y).
\end{equation}
For plane waves $J_a(x)=J_ae^{-ik\cdot x}$ and $J_b(y)=J_be^{ik\cdot y}$. The integrals produce $(2\pi)^4\delta^4(p+P-p'-P')$ and $D_C$ at momentum $k$, since it is even in $k$. With $S^{(2)}=i(2\pi)^4\delta^4M$, this is the rule $M=-J_{a\mu}D_C^{\mu\nu}J_{b\nu}$.

\section{The general case: subtracting the propagators}

I now subtract $D_F$ component by component, at first with $k^2\ne0$ and without $i\varepsilon$. Since $g^{00}=1$ and $g^{ij}=-\delta^{ij}$,
\begin{align}
D_C^{00}-D_F^{00}&=\frac1{\kappa^2}+\frac1{k^2}=\frac{k^2+\kappa^2}{\kappa^2k^2}=\frac{\omega^2}{\kappa^2k^2},\\
D_C^{0i}-D_F^{0i}&=0,\\
D_C^{ij}-D_F^{ij}&=\frac{\delta^{ij}-k^ik^j/\kappa^2}{k^2}-\frac{\delta^{ij}}{k^2}
=-\frac{k^ik^j}{\kappa^2k^2}.
\end{align}
These have to be written with a factor $k^\mu$ or $k^\nu$ in each term. The product $k^\mu k^\nu$ alone has the wrong sign in one block and a nonzero $0i$ part. Reversing the spatial part of one factor repairs the sign, and symmetrizing in $\mu,\nu$ then removes the $0i$ part. Let $\tilde k=(\omega,-\mathbf k)$. The symmetric combination $k^\mu\tilde k^\nu+\tilde k^\mu k^\nu$ has components
\begin{equation}
00:\ 2\omega^2,\qquad 0i:\ -\omega k^i+\omega k^i=0,\qquad ij:\ -2k^ik^j .
\end{equation}
Therefore
\begin{equation}
D_C^{\mu\nu}-D_F^{\mu\nu}=\frac{k^\mu\tilde k^\nu+\tilde k^\mu k^\nu}{2\kappa^2k^2}.
\label{difference}
\end{equation}

With $i\varepsilon$ restored, the $0i$ and $ij$ components follow with $k^2\to k^2+i\varepsilon$. The $00$ component has numerator $\omega^2+i\varepsilon$, hence an extra term $i\varepsilon/[\kappa^2(k^2+i\varepsilon)]$. The modulus of $i\varepsilon/(k^2+i\varepsilon)$ is at most 1, and it tends to zero wherever $k^2\neq0$. Multiplied by a smooth, rapidly decreasing function and integrated over $k$, the extra term therefore vanishes as $\varepsilon\to0$; the factor $1/\kappa^2$ is integrable in three dimensions. In the scattering considered here $k^2<0$, and $\varepsilon$ can be set to zero at once.

As a limit, $\omega=0$ leaves $-k^ik^j/(\kappa^2k^2)$, which transverse currents do not see. This is the simple case again.

\section{Contracting with the currents}

Equation (\ref{difference}) gives
\begin{equation}
M_C-M_F=-\frac{(k\cdot J_a)(\tilde k\cdot J_b)+(\tilde k\cdot J_a)(k\cdot J_b)}{2\kappa^2k^2}.
\label{gap}
\end{equation}
The first term is removed by conservation of $J_a$, the second by conservation of $J_b$. For the electron $J_a^\mu=-e\,\bar u(p')\gamma^\mu u(p)$. The Dirac equations $\gamma\cdot p\,u(p)=m\,u(p)$ and $\bar u(p')\gamma\cdot p'=m\,\bar u(p')$ give
\begin{equation}
k\cdot J_a=-e\,\bar u(p')(\gamma\cdot p-\gamma\cdot p')u(p)=-e(m-m)\bar u(p')u(p)=0 .
\end{equation}
The same holds for the muon. Hence, for single-photon exchange between on-shell lines,
\begin{equation}
M_C=M_F=\frac{J_a\cdot J_b}{k^2}.
\end{equation}

It is useful to see the cancellation inside the transverse exchange. With $\mathbf k\cdot\mathbf J=\omega\rho$ for each current and $\omega^2/(\kappa^2k^2)=1/\kappa^2+1/k^2$,
\begin{align}
M_{\rm trans}&=-\frac1{k^2}\left[\mathbf J_a\cdot\mathbf J_b-\frac{(\mathbf k\cdot\mathbf J_a)(\mathbf k\cdot\mathbf J_b)}{\kappa^2}\right]\nonumber\\
&=-\frac{\mathbf J_a\cdot\mathbf J_b}{k^2}+\frac{\rho_a\rho_b}{\kappa^2}+\frac{\rho_a\rho_b}{k^2}.
\label{trans}
\end{align}
The middle term cancels the instantaneous amplitude $-\rho_a\rho_b/\kappa^2$. The last term is the Feynman time part. The Coulomb interaction is thus not the time part of Feynman exchange when $\omega\neq0$: the two differ by a piece that the transverse photon supplies.

\section{One collision seen from two frames}

A collision with $\omega\neq0$ in one frame and $\omega=0$ in another tests both stages. I take a centre-of-mass (CM) momentum of $200\,m_e$ (102.2 MeV) and a scattering angle of $90^\circ$. The muon mass is $206.77\,m_e$. The incoming electron defines $z$, and scattering is in the $xz$ plane. Seen from the frame where the muon is initially at rest,
\begin{equation}
\omega=471.71-278.26=193.45,\qquad \kappa=342.67,\qquad k^2=-80000,
\end{equation}
in units of $m_e$ and $m_e^2$. All rest-frame spins, before and after, are up along $z$; these spin labels are fixed with spinors built in the muon-rest frame.

Write $J=-ej$, where $j^\mu=\bar u'\gamma^\mu u$ and $u^\dagger u=2E$. The two signs cancel in the product. The currents in units of $m_e$ are
\begin{align}
j_a&=(614.49,\;260.21,\;260.21\,i,\;614.25),\\
j_b&=(501.01,\;-165.08,\;-165.08\,i,\;229.67).
\end{align}
With $e^2=0.091701$, the Coulomb-gauge instantaneous part and the Feynman time part are
\begin{align}
M_{\rm inst}&=-0.091701\,\frac{614.49\times501.01}{342.67^2}=-0.2404,\\
M_{F,\rm time}&=0.091701\,\frac{614.49\times501.01}{-80000}=-0.3529 .
\end{align}
In $\mathbf j_a\cdot\mathbf j_b$ the $x$ and $y$ products cancel because $i^2=-1$, leaving $614.25\times229.67$. The Feynman space part is then $+0.1617$. By (\ref{trans}), the transverse part is this number plus the difference of the time part and the instantaneous part:
\begin{equation}
M_{\rm trans}=0.1617+(-0.3529+0.2404)=0.0492 .
\end{equation}
The totals are $-0.2404+0.0492=-0.1912$ and $-0.3529+0.1617=-0.1912$.

The CM frame moves at speed $0.695$ relative to the muon-rest frame. Boosting the same currents gives densities $260.77$ and $474.89$, with $\omega=0$ and $\kappa=282.84$. Now the instantaneous part and the Feynman time part are both $-0.1419$. The transverse part and the Feynman space part are both $-0.0492$. The total is again $-0.1912$, although its division has changed. A statement such as ``the Coulomb force contributes this much'' therefore needs a frame as well as a gauge.

The transverse part has reversed its sign with unchanged magnitude. The polarization vectors explain this. One is along $y$ and unaffected by the boost; it contributes
\begin{equation}
-e^2\frac{j_a^yj_b^y}{k^2}=-0.091701\,\frac{260.21\times165.08}{-80000}=+0.0492
\end{equation}
in both frames. The other lies in the scattering plane. In the muon-rest frame the in-plane muon current is parallel to $\mathbf k$, since $-165.08/229.67=-200/278.25$, so this polarization contributes nothing. In the CM frame $\mathbf k=(-200,0,200)$, and the in-plane vector is $(1,0,1)/\sqrt2$. Conservation with $\omega=0$ forces $j^z=j^x$ there, so each projection is $\sqrt2\,j^x$. The contribution is
\begin{equation}
-e^2\frac{2j_a^xj_b^x}{k^2}=-0.091701\,\frac{2\times260.21\times(-165.08)}{-80000}=-0.0985 .
\end{equation}
Adding $0.0492$ gives $-0.0492$ to the rounding used. The equal magnitudes belong to this angle and spin choice; they are not a property of the gauge.

One spin configuration could hide an error that others reveal. The numerical check therefore compares the gauges for all 16 configurations, using fresh spinors in each frame. The spin average of $|M|^2$, over initial and summed over final spins, is $0.11681$ in both frames in Coulomb gauge. It agrees with an independent evaluation by Dirac traces in Feynman gauge.

\section{What the difference means for the potentials}

The same subtraction can be read as a statement about fields. A source $J$ produces $A^\mu=D^{\mu\nu}J_\nu$. For a conserved source, $\tilde k\cdot J=\omega\rho+\mathbf k\cdot\mathbf J=2\omega\rho$, and (\ref{difference}) gives
\begin{equation}
A_C^\mu-A_F^\mu=\frac{k^\mu(\tilde k\cdot J)+\tilde k^\mu(k\cdot J)}{2\kappa^2k^2}
=k^\mu\frac{\omega\rho}{\kappa^2k^2}.
\end{equation}
In position space a factor $k^\mu$ is $i\partial^\mu$, so this is a gauge transformation. The field strengths are proportional to $k^\mu A^\nu-k^\nu A^\mu$, in which a term along $k$ cancels. Maxwell's equations in momentum space are
\begin{equation}
-k^2A^\nu+k^\nu(k\cdot A)=J^\nu .
\end{equation}
Here $A_F=-J/k^2$ is a solution because $k\cdot J=0$, and an added vector $k^\nu\chi$ drops out as $-k^2k^\nu\chi+k^\nu k^2\chi=0$. The two gauges therefore give the same field strengths when both use the same prescription at $k^2=0$. For a classical source the prescription is the retarded one, and the Feynman-gauge potential then vanishes outside the light cone of the source. In that case the instantaneous response of $A_C^0$ is no instantaneous electric field: the transverse potential compensates it. The time-ordered $k^2+i\varepsilon$ used for the amplitude is not retarded, and in general its field extends outside the light cone in both gauges.

\section{Breaking the condition on purpose}

Suppose $J_b$ is conserved but $J_a$ is not. The second term of (\ref{gap}) vanishes, and $\tilde k\cdot J_b=2\omega\rho_b$, so
\begin{equation}
M_C-M_F=-\frac{(k\cdot J_a)\,\omega\rho_b}{\kappa^2k^2}.
\end{equation}
One conserved current is enough if $\omega=0$, but not in general. To measure the damage, I raise the electron density by 1\% and leave its spatial current alone. Then $k\cdot J_a=0.01\,\omega\rho_a$, with $\rho_a$ the original density. In the muon-rest frame the predicted gap is
\begin{equation}
-0.091701\,\frac{0.01\times193.45^2\times614.49\times501.01}{342.67^2\times(-80000)}=0.00112 .
\end{equation}
The direct amplitudes are $-0.19359$ in Coulomb gauge and $-0.19472$ in Feynman gauge, which differ by this amount to the rounding used, about 0.6\% of either. The same density error made in the CM frame produces no gap: with $\omega=0$ it gives $k\cdot J_a=0.01\,\omega\rho_a=0$, so the altered current, though wrong, is still conserved. By the gap formula above, whose factor $\omega$ vanishes there, even a non-conserved $J_a$ would give no gap in that frame. Agreement between gauges in that frame alone would not reveal the faulty current.

Such a failure can arise without a numerical error. Let the electron also emit a real photon of momentum $l$ and polarization $\epsilon$, so that $p=p'+l+k$. Contract the vertex of the exchanged photon with $k$, and write $\slashed q=\gamma\cdot q$. If the real photon is emitted first, $\slashed k=(\slashed p'+\slashed k-m)-(\slashed p'-m)$ gives
\begin{equation}
\bar u(p')\,\slashed k\,\frac1{\slashed p'+\slashed k-m}\,\slashed\epsilon\,u(p)=\bar u(p')\slashed\epsilon u(p),
\end{equation}
since $\bar u(p')(\slashed p'-m)=0$. If it is emitted last, $\slashed k=(\slashed p-m)-(\slashed p-\slashed k-m)$ gives
\begin{equation}
\bar u(p')\,\slashed\epsilon\,\frac1{\slashed p-\slashed k-m}\,\slashed k\,u(p)=-\bar u(p')\slashed\epsilon u(p).
\end{equation}
Neither diagram has a conserved current by itself, but their sum does. In this process the propagator may be chosen freely for the sum, provided that the same choice is made in both diagrams.

\section*{Calculated quantities}
\begin{verbatim}
fine-structure constant: 0.007297353 (dimensionless)
e^2 = 4 pi alpha: 0.09170124 (dimensionless)
muon mass: 206.7683 m_e
CM momentum: 200 m_e
CM momentum, converted: 102.1998 MeV
CM scattering angle: 90 degrees
boost speed between frames: 0.6952449 c
k^2 (invariant): -80000 m_e^2
muon-rest frame: incoming electron energy: 471.7087 m_e
muon-rest frame: outgoing electron energy: 278.2555 m_e
muon-rest frame: energy transfer w: 193.4533 m_e
muon-rest frame: momentum transfer K: 342.6721 m_e
muon-rest frame: x component of k: -200 m_e
muon-rest frame: z component of k: 278.252 m_e
muon-rest frame: electron current (t, x, y/i, z): 614.491, 260.211, 260.211, 614.254 m_e
muon-rest frame: muon current (t, x, y/i, z): 501.011, -165.081, -165.081, 229.67 m_e
muon-rest frame: instantaneous part of M: -0.2404256 (dimensionless)
muon-rest frame: transverse part of M: 0.0492388 (dimensionless)
muon-rest frame: Coulomb-gauge total of M: -0.1911868 (dimensionless)
muon-rest frame: Feynman time part of M: -0.3528971 (dimensionless)
muon-rest frame: Feynman space part of M: 0.1617104 (dimensionless)
muon-rest frame: Feynman-gauge total of M: -0.1911868 (dimensionless)
CM frame: energy transfer w: 0 m_e
CM frame: momentum transfer K: 282.8427 m_e
CM frame: x component of k: -200 m_e
CM frame: z component of k: 200 m_e
CM frame: electron current (t, x, y/i, z): 260.769, 260.211, 260.211, 260.211 m_e
CM frame: muon current (t, x, y/i, z): 474.885, -165.081, -165.081, -165.081 m_e
CM frame: instantaneous part of M: -0.141948 (dimensionless)
CM frame: transverse part of M: -0.0492388 (dimensionless)
CM frame: Coulomb-gauge total of M: -0.1911868 (dimensionless)
CM frame: Feynman time part of M: -0.141948 (dimensionless)
CM frame: Feynman space part of M: -0.0492388 (dimensionless)
CM frame: Feynman-gauge total of M: -0.1911868 (dimensionless)
broken current: relative density excess: 0.01 (dimensionless)
broken current, muon-rest: Coulomb M: -0.193591 (dimensionless)
broken current, muon-rest: Feynman M: -0.1947157 (dimensionless)
broken current, muon-rest: M_C - M_F: 0.001124716 (dimensionless)
broken current, CM: M_C - M_F: 0 (dimensionless)
spin-averaged |M|^2, Coulomb gauge, muon-rest: 0.1168132 (dimensionless)
spin-averaged |M|^2, Coulomb gauge, CM: 0.1168132 (dimensionless)
spin-averaged |M|^2, trace formula: 0.1168132 (dimensionless)
\end{verbatim}
